\section*{Resonant current through two levels in series at large bias, part 2}

Two quantum dots in series carry a current that peaks as their levels align. Does thermal smearing of the leads affect the peak width, from which the tunnel amplitude $t$ is to be read? Level 1 (energy $e_1$) couples to the left lead at rate $\Gamma_L$, level 2 ($e_2$) to the right lead at $\Gamma_R$. The real amplitude $t$ joins them, and $\varepsilon=e_1-e_2$. With $\hbar=1$, the particle current $J$, positive from left to right, is an energy per spin; 1 $\mu$eV corresponds to 243.4 pA.

For noninteracting electrons, energy-independent tunnel rates and large bias, equations of motion with white lead noise gave
\begin{equation}
J(\varepsilon)=\frac{t^2\Gamma}{\varepsilon^2+\dfrac{\Gamma^2}{4}+\dfrac{t^2\Gamma^2}{\Gamma_L\Gamma_R}},
\qquad \Gamma=\Gamma_L+\Gamma_R ,
\label{eq:main}
\end{equation}
with full width at half maximum
\begin{equation}
w=\Gamma\sqrt{1+\frac{4t^2}{\Gamma_L\Gamma_R}} .
\label{eq:width}
\end{equation}
The occupations $n_1,n_2$ and coherence $\rho_{12}=\langle c_2^\dagger c_1\rangle$, where $c_i$ removes an electron from level $i$, obey
\begin{align}
\dot n_1&=\Gamma_L(1-n_1)-J,\label{eq:n1}\\
\dot n_2&=J-\Gamma_Rn_2,\label{eq:n2}\\
\dot\rho_{12}&=-\left(\tfrac12\Gamma+i\varepsilon\right)\rho_{12}+it(n_1-n_2),\label{eq:coh}
\end{align}
with $J=2t\operatorname{Im}\rho_{12}$.

The second derivation fills scattering states of energy $E$. Left-lead state $k$, with energy $\epsilon_k$, couples to level 1 through $v_k$, and
\begin{equation}
\sum_{k'}\frac{|v_{k'}|^2}{E-\epsilon_{k'}+i0}=-\frac i2\Gamma_L .
\label{eq:self}
\end{equation}
A state arriving in $k$ has amplitude $\psi_2$ on level 2:
\begin{equation}
\psi_2=\frac{t\,v_k}{\Delta(E)},\qquad
\Delta(E)=\left(E-e_1+\tfrac i2\Gamma_L\right)\left(E-e_2+\tfrac i2\Gamma_R\right)-t^2 .
\label{eq:delta}
\end{equation}
The matrix $h$, with diagonal elements $e_1-i\Gamma_L/2$, $e_2-i\Gamma_R/2$ and off-diagonal elements $t$, has all its eigenvalues in the lower half-plane. With lead Fermi functions $f_L,f_R$,
\begin{equation}
J=\int\frac{dE}{2\pi}\,\mathcal T(E)\,[f_L(E)-f_R(E)],\qquad
\mathcal T(E)=\frac{\Gamma_L\Gamma_Rt^2}{|\Delta(E)|^2}.
\label{eq:landauer}
\end{equation}

The example of the first half has $\Gamma_L=4$, $\Gamma_R=2$ and $t=1.5$ $\mu$eV, giving $w=8.75$ $\mu$eV and a peak of 0.706 $\mu$eV, or 171.8 pA per spin.

\subsection{The energy integral}

At large bias set $f_L-f_R=1$. The integral over all energies does not change when the origin of $E$ is moved, so take $e_1=\varepsilon/2$ and $e_2=-\varepsilon/2$. Expanding the product in Eq.~\eqref{eq:delta} gives
\begin{align}
\Delta(E)&=E^2-A+i\left(\tfrac12\Gamma E+B\right),\\
A&=\tfrac14\varepsilon^2+\tfrac14\Gamma_L\Gamma_R+t^2,\qquad
B=\tfrac14\varepsilon(\Gamma_L-\Gamma_R).
\end{align}
To integrate $1/|\Delta|^2$, look for a real number $\alpha$ and a complex number $\beta=\beta_r+i\beta_i$ such that, for real $E$,
\begin{equation}
\frac1{|\Delta|^2}=\frac{i\alpha E+\beta}{\Delta}+\frac{-i\alpha E+\beta^*}{\Delta^*}.
\end{equation}
Multiplication by $|\Delta|^2$ turns this into
\begin{equation}
1=2\left[\beta_r(E^2-A)+(\alpha E+\beta_i)\left(\tfrac12\Gamma E+B\right)\right].
\end{equation}
The coefficients of $E^2$ and $E$ must vanish, so $\beta_r=-\alpha\Gamma/2$ and $\beta_i=-2\alpha B/\Gamma$. The constant term requires
\begin{equation}
\frac12=-\beta_rA+\beta_iB=\alpha\left(\frac{\Gamma A}2-\frac{2B^2}\Gamma\right),
\qquad
\alpha=\frac{\Gamma}{\Gamma^2A-4B^2}.
\end{equation}

The zeros of $\Delta$ are the eigenvalues of $h$, all in the lower half-plane. The first fraction can therefore be integrated by closing the path with a large upper semicircle that encloses no pole. On the semicircle the fraction tends to $i\alpha/E$ and contributes $i\alpha\times i\pi=-\pi\alpha$. The closed integral is zero, so the real axis contributes $+\pi\alpha$. The second fraction is the complex conjugate and contributes the same. Thus
\begin{equation}
\int\frac{dE}{2\pi}\frac1{|\Delta|^2}=\alpha .
\end{equation}
It remains to simplify the denominator of $\alpha$:
\begin{align}
\Gamma^2A-4B^2
&=\tfrac14\varepsilon^2\left[\Gamma^2-(\Gamma_L-\Gamma_R)^2\right]
+\Gamma^2\left(\tfrac14\Gamma_L\Gamma_R+t^2\right)\nonumber\\
&=\Gamma_L\Gamma_R\left[\varepsilon^2+\frac{\Gamma^2}4+\frac{t^2\Gamma^2}{\Gamma_L\Gamma_R}\right].
\end{align}
The square bracket in the first line equals $4\Gamma_L\Gamma_R$. Multiplying $\alpha$ by $\Gamma_L\Gamma_Rt^2$ gives Eq.~\eqref{eq:main} again.

\subsection{Finite bias and temperature}

Let the chemical potentials be $\pm V/2$, with $V$ an energy, and keep the mean level energy at zero. For cold leads the integral stops at $\pm V/2$. Far from the levels $|\Delta|^2\simeq E^4$, so the missing current is
\begin{equation}
\delta J\simeq2\int_{V/2}^\infty\frac{dE}{2\pi}\frac{\Gamma_L\Gamma_Rt^2}{E^4}
=\frac{\Gamma_L\Gamma_Rt^2}{3\pi(V/2)^3}.
\end{equation}
For the parameters of the first half and $V=1000$ $\mu$eV this is $2\times10^{-8}$ of the peak. Warming the leads rounds the two edges at $\pm V/2$. Because the tail $1/E^4$ falls off across each edge, the rounding removes more current inside the window than it adds outside. For $k_BT\ll V$ the missing current grows by the fraction $8\pi^2(k_BT/V)^2$, about 0.6 per cent at 100 mK, so the thermal change falls as $1/V^5$. Temperature independence therefore becomes strict only in the limit of infinite bias.

When both Fermi edges are far from the resonance on the scales of both $k_BT$ and the resonance width, or when $k_BT$ is much larger than the resonance width, $f_L-f_R$ is nearly constant over the resonance. As long as the detuning is small enough to keep both levels in this flat region, its value at the centre multiplies the current:
\begin{equation}
f_L(0)-f_R(0)=\frac1{e^{-V/2k_BT}+1}-\frac1{e^{V/2k_BT}+1}
=\tanh\frac V{4k_BT}.
\end{equation}
A common factor changes the height and leaves the width alone. Integration of Eq.~\eqref{eq:landauer} at $V=1000$ $\mu$eV confirms this. At 0.01, 0.1 and 0.5 K the width is 8.746 $\mu$eV and the peak 171.8 pA per spin. At 2 K the width is still 8.746 $\mu$eV, but the peak has fallen to 153.9 pA, in agreement with the factor 0.896. The bias is no longer large at 2 K, which shows in the height but not in the width.

A narrow single level at small bias behaves differently. Its current samples $-\partial f/\partial E=1/[4k_BT\cosh^2(E/2k_BT)]$, whose full width is $4k_BT\operatorname{arccosh}\sqrt2$, or 30.4 $\mu$eV at 100 mK. For the two levels at large bias no Fermi edge lies near the resonance, and the dependence on detuning comes from $\mathcal T(E)$ alone.

\subsection{What each derivation assumes}

Both derivations assume tunnel rates constant in energy. A calculation with explicit leads shows the effect of a finite band. Each lead had 600 levels between $-300$ and $300$ $\mu$eV, with chemical potentials $\pm200$ $\mu$eV, and the current was taken a time $5\hbar/\mu$eV after the coupling began. At $\varepsilon=0$ and 4 $\mu$eV it gave $J=0.7079$ and 0.3856 $\mu$eV at both 100 and 200 mK. Equation~\eqref{eq:main} gives 0.7059 and 0.3843, lower by 0.3 per cent.

The difference follows from Eq.~\eqref{eq:self}. For a band of half-width $\Lambda$, the principal part is $(\Gamma_L/2\pi)\ln[(\Lambda+E)/(\Lambda-E)]\simeq\Gamma_LE/\pi\Lambda$. The energy $E$ in the first factor of $\Delta$ is thus multiplied by $z_L=1-\Gamma_L/\pi\Lambda$, and in the second by $z_R=1-\Gamma_R/\pi\Lambda$. Dividing these factors out leaves the original formula with $\Gamma_L/z_L$, $\Gamma_R/z_R$, $e_1/z_L$, $e_2/z_R$ and $t^2/(z_Lz_R)$. With $z_L=0.9958$ and $z_R=0.9979$ it yields 0.7079 and 0.3856 $\mu$eV, as found.

The derivations differ in where they use the large bias and the absence of interactions. The first replaces the lead noise by white noise at the start. In return it gives the occupations and the approach to the steady state, and its rate picture can be adapted to some interacting cases. The second keeps the Fermi functions and so gives the finite-bias corrections. It depends on filling independent scattering states, which fails when one electron changes the energy or the allowed transitions of another.

Spinless electrons with an interdot repulsion show the difference. Suppose that the transitions to and from the doubly occupied state also lie well inside the bias window. Injection into level 1 and escape from level 2 then have the same rates whether or not the other level is filled. The operator $c_2^\dagger c_1$ gives zero on the doubly occupied state, so the coherence belongs to the one-electron states alone. It is lost through injection and escape when the electron is on level 2, at total rate $\Gamma_L+\Gamma_R$, half of which damps the coherence. In the limit of infinite bias, Eqs.~\eqref{eq:n1}--\eqref{eq:coh} are unchanged, and so is the current. A many-electron steady-state calculation that assumes these equal rates gives the same current with a repulsion of 200 $\mu$eV at $\varepsilon=0$ and 3 $\mu$eV. At finite bias a repulsion $U$ makes virtual tunnelling to the leads shift the two one-electron states by different amounts. For cold leads with chemical potentials $\pm V/2$ the detuning becomes $\varepsilon+\delta$, with $\delta\simeq(\Gamma_L/2\pi)\ln[V/(V-2U)]+(\Gamma_R/2\pi)\ln[(V+2U)/V]$, which is about $\Gamma U/\pi V$ for $U\ll V$. This correction falls only as $1/V$. For $U=200$ and $V=1000$ $\mu$eV the peak moves to $\varepsilon\approx-0.43$ $\mu$eV and the current at $\varepsilon=3$ $\mu$eV falls by about 9 per cent, while the width and height are nearly unchanged.

With spin, the noninteracting peak is doubled to 343.6 pA at the same width. If each dot can hold at most one electron, but both may be filled, either spin can enter an empty dot 1. The spinless equations then hold for the total current with $\Gamma_L$ replaced by $2\Gamma_L$. The width is $10\sqrt{1+9/16}=12.5$ $\mu$eV and the total peak is 140.2 pA.

If at most one electron can occupy the two dots together, nothing can enter while level 2 is filled, and the coherence decays at $\Gamma_R/2$. Let $p_0,p_1,p_2$ be the probabilities of an empty system and of an electron on dot 1 or 2. Then $p_0=J/2\Gamma_L$, $p_2=J/\Gamma_R$ and $p_1-p_2=J(\varepsilon^2+\Gamma_R^2/4)/(t^2\Gamma_R)$. Setting $p_0+p_1+p_2=1$ gives
\begin{equation}
J=\frac{t^2\Gamma_R}{\varepsilon^2+\Gamma_R^2/4+t^2\left[2+\Gamma_R/(2\Gamma_L)\right]} .
\end{equation}
The width is $2\sqrt{1+2.25\times2.25}=4.92$ $\mu$eV and the total peak 180.7 pA. Repulsion can thus widen or narrow the line, depending on which states it excludes. Both exclusion models ignore the level shifts from virtual tunnelling. For $V=1000$ $\mu$eV, an on-site repulsion of 2000 $\mu$eV and an interdot repulsion of 200 or 1000 $\mu$eV, these shifts move the centre of the line by about $-1$ $\mu$eV and change the widths and peaks by less than one per cent.

\subsection{The model beside a gate-defined double dot}

Tunnel energies of a few $\mu$eV, leads near 100 mK and a bias near 1 mV are roughly the regime of gate-defined semiconductor double dots. The energy to add a second electron to one such dot is roughly 1 meV or more, so noninteracting electrons with spin are not a realistic description. This assumption matters: the two exclusion models above move the width from 8.7 to 12.5 or 4.9 $\mu$eV. Slow noise and phonons have smaller effects on the noninteracting line for the rough inputs assumed here. Slow Gaussian detuning noise of 1 $\mu$eV rms widens the noninteracting line to 9.4 $\mu$eV. The effect grows quickly with the noise: 3 $\mu$eV rms gives 12.8 $\mu$eV, as large a change as the first exclusion model, so the noise level of the device must be known. A downhill phonon transfer rate of $10^8$ s$^{-1}$, with the uphill rate fixed by detailed balance at 100 mK, adds 9 pA per spin at $\varepsilon=+w/2$ and 5 pA at $-w/2$, where the current without phonons is 86 pA, so the line becomes asymmetric. For an excited level displaced by 200 $\mu$eV, with the same couplings, Eq.~\eqref{eq:main} alone gives a current of about $5\times10^{-4}$ of the peak. Interference matters more: if both levels of a dot couple to the same lead states, the noninteracting current at $\varepsilon=\pm w/2$ changes by up to about 2 per cent of the peak, although the width changes by only about 0.01 $\mu$eV. These estimates leave out trapping, which can be decisive when repulsion limits the charge. Suppose that at most one electron can occupy the two dots together and that an excited level of dot 1, 200 $\mu$eV above the first and with the same couplings, lies inside the bias window. An electron that enters it is held there until it relaxes or tunnels off resonance. For a relaxation rate of $10^8$ s$^{-1}$ the total current at $\varepsilon=0$ falls from 181 to about 27 pA. At $\varepsilon=2.46$ $\mu$eV, the half-maximum point without the excited level, the current is still 87 per cent of its value at $\varepsilon=0$, so the width formula no longer applies. To extract $t$ from a real line, one must therefore first establish the allowed charge states and check that no excited level inside the bias window traps electrons. Both decide whether Eq.~\eqref{eq:width} or another width formula applies. The tunnel rates must also be known separately, and broadening by noise and phonons must be small or allowed for. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Gamma_L, Gamma_R, t = 4.0, 2.0, 1.5 ueV
Gamma = 6.0 ueV; bias window = 1000 ueV
lead temperature = 100 mK; kT = 8.617 ueV
4 t^2/(Gamma_L Gamma_R) = 1.1250
full width, formula = 8.7464 ueV = 0.008746 meV
thermal width of Fermi edge = 30.38 ueV
current per ueV of J = 243.413 pA
peak J = 0.70588 ueV; peak current per spin = 171.82 pA
current per spin at half-width detuning = 85.91 pA
populations at eps = 0: n1 = 0.82353, n2 = 0.35294
largest relative error, quadrature vs formula = 2.2e-16
explicit leads: eps, J at 100 mK, J at 200 mK, formula (all ueV)
  0.0  0.70789  0.70787  0.70588
  4.0  0.38556  0.38555  0.38434
finite bias: T (K), width (ueV), peak per spin (pA), tanh(V/4kT)
  0.01  8.7464  171.82  1.00000
  0.10  8.7464  171.82  1.00000
  0.50  8.7464  171.82  0.99998
  2.00  8.7464  153.92  0.89580
coupling: t (ueV), width (ueV), strong-coupling limit (ueV)
  0.1  6.015  0.424
  0.5  6.364  2.121
  1.5  8.746  6.364
  5.0  22.045  21.213
  15.0  63.922  63.640
with spin: allowed states, width (ueV), total peak current (pA)
  none  8.746  343.64
  one_per_dot  12.500  140.21
  one_total  4.924  180.68
assumed slow detuning noise, rms = 1.0 ueV
width with that noise = 9.380 ueV
assumed phonon rate = 1.0e+08 1/s = 0.0658 ueV
phonon change at eps = +width/2: +9.01 pA per spin
phonon change at eps = -width/2: +5.19 pA per spin
assumed excited-level spacing = 200 ueV
its off-resonant current/peak = 4.8e-04
cold-lead tail loss/peak = 2.2e-08
thermal loss/peak at 100 mK = 1.3e-25
\end{verbatim}
